Spectral variance of a biased Anderson impurity with finite-bandwidth leads

**The system**

A single-level dot is coupled to a left and a right lead (α = L, R). With ħ = 1,

H = Σ_σ ε_σ n_σ + U n_↑ n_↓ + Σ_kσ ε_k c†_kσ c_kσ + Σ_kσ (V_k d†_σ c_kσ + V_k* c†_kσ d_σ).

Here n_σ = d†_σ d_σ, and k runs over the levels of both leads. The bias enters through the lead levels, which shift with the chemical potentials μ_L and μ_R, and through the initial lead occupations. After the couplings are switched on, H does not depend on time. All lead levels satisfy |ε_k| ≤ B, and v² ≡ Σ_k |V_k|² is finite. The leads are made infinite first and the time is made long afterwards; the correlation functions are assumed to reach a stationary limit.

Write −σ for the spin opposite to σ, and n̄ = ⟨n_−σ⟩ for its steady-state occupation. The retarded function and the spectral function are

G^R_σ(t,t′) = −iθ(t−t′)⟨{d_σ(t), d†_σ(t′)}⟩,
A_σ(ω) = −Im G^R_σ(ω)/π.

The moments are M_p = ∫ω^p A_σ(ω)dω, and the variance is M₂ − M₁².

**(a) Show that A_σ is a normalized, non-negative distribution, and find its mean.**

*Answer.* In the steady state the anticommutator depends on τ = t − t′ alone:

C(τ) = ⟨{d_σ(τ), d†_σ(0)}⟩.

Complex conjugation and stationarity give C(τ)* = ⟨{d_σ(0), d†_σ(τ)}⟩ = C(−τ). Therefore

−Im G^R_σ(ω) = Re ∫₀^∞ C(τ)e^{iωτ}dτ = ½ ∫_{−∞}^{∞} C(τ)e^{iωτ}dτ.

Dividing by π and inverting the Fourier transform,

C(τ) = ∫A_σ(ω)e^{−iωτ}dω.

For any test function f, let Q = ∫f*(t)d_σ(t)dt. Then

∫∫ f*(t) C(t−t′) f(t′) dt dt′ = ⟨QQ† + Q†Q⟩ ≥ 0.

In frequency space the left side is ∫A_σ(ω)|φ(ω)|²dω, with φ(ω) = ∫f(t)e^{iωt}dt. Since φ can be concentrated around any frequency, A_σ ≥ 0. No thermal distribution was used. At τ = 0, {d_σ, d†_σ} = 1 gives M₀ = 1.

The mean needs the equation of motion i∂_t d_σ = X_σ, with X_σ = [d_σ, H]. The identity [a, bc] = {a,b}c − b{a,c} gives

[d_σ, n_σ] = d_σ,
[d_σ, n_σ n_−σ] = n_−σ d_σ,
[d_σ, d†_σ c_kσ] = c_kσ,
[d_σ, c†_kσ d_σ] = 0.

The lead energies and all other opposite-spin terms commute with d_σ. With

N = ε_σ + U n_−σ,  c_V = Σ_k V_k c_kσ,

the result is

X_σ = N d_σ + c_V.

One derivative of the Fourier representation brings down ω, so M₁ = i∂_τC(τ) at τ = 0, which is ⟨{X_σ, d†_σ}⟩. The operator N contains an even number of opposite-spin operators and commutes with d_σ and d†_σ. Hence {N d_σ, d†_σ} = N, while {c_V, d†_σ} = 0, and

M₁ = ⟨N⟩ = ε_σ + U n̄.

**(b) Find the variance in terms of v², U and n̄, and check it at U = 0 and at V = 0.**

*Answer.* Put one derivative on each time. Acting on e^{−iω(t−t′)}, both i∂_t and −i∂_t′ give ω. Acting on the operators, they give X_σ(t) and its adjoint X†_σ(t′). At equal times,

M₂ = ⟨{X_σ, X†_σ}⟩, with X†_σ = d†_σ N + c_V†.

There are four terms. Since N commutes with all spin-σ operators,

{N d_σ, d†_σ N} = N²{d_σ, d†_σ} = N²,
{N d_σ, c_V†} = N{d_σ, c_V†} = 0,
{c_V, d†_σ N} = {c_V, d†_σ}N = 0,
{c_V, c_V†} = Σ_kk′ V_k V_k′* δ_kk′ = v².

Thus M₂ = ⟨N²⟩ + v². A fermion number operator obeys n_−σ² = n_−σ, so

⟨N²⟩ = ε_σ² + 2ε_σU n̄ + U² n̄.

The squared mean is M₁² = ε_σ² + 2ε_σU n̄ + U² n̄². Subtraction leaves

**M₂ − M₁² = Σ_k |V_k|² + U² n̄(1 − n̄).**

The interaction term is the variance of a level that sits at ε_σ with probability 1 − n̄ and at ε_σ + U with probability n̄. The rate at which the opposite spin hops enters this term only through its effect on n̄. The bias acts on this term through n̄ alone; the first term is unchanged when the lead levels are shifted at fixed V_k.

The sum contains squared amplitudes. With the level-width function Γ(ω) = 2πΣ_k|V_k|²δ(ω−ε_k),

v² = ∫Γ(ω)dω/(2π).

It is therefore linear in Γ.

At U = 0 the variance is v², whatever the occupation. At V = 0, n_−σ is conserved and d_σ(τ) = e^{−iNτ}d_σ, so

C(τ) = ⟨e^{−iNτ}⟩ = (1−n̄)e^{−iε_στ} + n̄e^{−i(ε_σ+U)τ}.

The spectrum is two lines separated by U with weights 1 − n̄ and n̄, whose variance is U²n̄(1−n̄). Both limits agree with the formula.

**(c) Where are stationarity and the finite bandwidth needed? Give the correction to the one-sided second moment in a transient, and the behaviour in the wide-band limit.**

*Answer.* Suppose the state is not stationary and both derivatives act on the first time. At equal times this gives ⟨{[X_σ,H], d†_σ}⟩. The product rule for commutators reads

[{X_σ,d†_σ}, H] = {[X_σ,H], d†_σ} + {X_σ, [d†_σ,H]}.

Taking the adjoint of X_σ = [d_σ,H] gives [d†_σ,H] = −X†_σ. Also {X_σ,d†_σ} = N, by part (a). Hence

{[X_σ,H], d†_σ} = {X_σ, X†_σ} + U[n_−σ, H].

Since i dn̄/dt = ⟨[n_−σ,H]⟩, with n̄ now the instantaneous occupation,

⟨{[X_σ,H], d†_σ}⟩ = ⟨{X_σ, X†_σ}⟩ + iU dn̄/dt.

The two ways of taking the second moment agree when n̄ is constant. If n̄ keeps oscillating, there is no single stationary spectrum to which part (b) applies.

The finite band ensures that the second moment survives the limit of infinite leads. It is a sufficient condition, not a necessary one: at U = 0, a Lorentzian Γ(ω) has unbounded support but finite v², and the variance is still v². For finite leads the mixed derivative is ⟨{X_σ(t), X†_σ(t′)}⟩. Its further time derivatives contain [X_σ,H], which has two pieces:

[c_V, H] = Σ_k V_k ε_k c_kσ + v² d_σ,
[N d_σ, H] = U[n_−σ,H]d_σ + N X_σ.

The operator c_V/v is a normalized fermion operator, so ‖c_V‖ = v. Likewise ‖Σ_kV_kε_kc_kσ‖ ≤ Bv. The commutator [n_−σ,H] is a hopping term minus its adjoint, so its norm is at most 2v. Altogether

‖[X_σ,H]‖ ≤ Bv + v² + 2|U|v + (|ε_σ|+|U|)(|ε_σ|+|U|+v).

This bound does not depend on the number of lead levels or on time. The mixed derivatives therefore cannot vary arbitrarily fast as the leads grow. They converge, at least along a subsequence, uniformly on finite time intervals, and their limit is the mixed derivative of the limiting C. The equal-time result of part (b) carries over.

For the wide-band limit take semi-elliptic leads, each centred at its own μ_α:

Γ_α(ω) = Γ_α [1 − (ω−μ_α)²/D²]^{1/2} for |ω−μ_α| < D.

The area under this curve is πDΓ_α/2. Dividing by 2π and summing over leads, with Γ = Γ_L + Γ_R,

v² = ΓD/4.

At fixed Γ the variance grows without bound as D → ∞. The reason is in the tails. For U = 0 and |ω| well above Γ, the level energy and the level shift but still inside the band, |G^R_σ|² ≈ 1/ω² and

A_σ(ω) ≈ Γ(ω)/(2πω²).

The integrand ω²A_σ then stays near Γ(ω)/(2π) until the band ends. The square root of the variance is thus not the width of the central resonance.

**(d) Show that the self-consistent second Born approximation of Keldysh theory obeys the same relation with its own n̄, and that Hartree theory does not.**

*Answer.* Use G^<_σ(t,t′) = i⟨d†_σ(t′)d_σ(t)⟩ and G^>_σ(t,t′) = −i⟨d_σ(t)d†_σ(t′)⟩. At equal times these equal i⟨n_σ⟩ and −i(1−⟨n_σ⟩). The approximation keeps the Hartree shift U n̄ and the second-order self-energies

Σ^>_σ(t,t′) = U² G^>_σ(t,t′) G^>_−σ(t,t′) G^<_−σ(t′,t),
Σ^<_σ(t,t′) = U² G^<_σ(t,t′) G^<_−σ(t,t′) G^>_−σ(t′,t),

with the full approximate G on the right. The approximate G^R_σ given below also falls off as 1/ω, so its spectrum has unit area and the equal-time values above hold for it too, with its own occupations. At equal times the phases are (−i)(−i)(i) = −i and (i)(i)(−i) = i, so

Σ^>_σ = −iU²(1−⟨n_σ⟩)(1−n̄)n̄,
Σ^<_σ = iU²⟨n_σ⟩n̄(1−n̄).

The retarded dynamic self-energy is

Σ^R_σ(ω) = ∫ s(x)dx/(ω−x+i0), s(ω) = (i/2π)[Σ^>_σ(ω) − Σ^<_σ(ω)].

Integrating s over frequency gives i times the equal-time difference:

∫s(ω)dω = U²n̄(1−n̄)[(1−⟨n_σ⟩) + ⟨n_σ⟩] = U²n̄(1−n̄).

The same-spin occupation cancels. The leads contribute the hybridization function Δ(ω) = Σ_k|V_k|²/(ω−ε_k+i0), and

G^R_σ(ω) = 1/[ω − a − Δ(ω) − Σ^R_σ(ω)], a = ε_σ + U n̄.

Let ω go to infinity along the positive imaginary axis. Then Δ + Σ^R_σ → W/ω with W = v² + U²n̄(1−n̄), and expanding the fraction gives

G^R_σ = 1/ω + a/ω² + (a² + W)/ω³ + smaller terms.

The spectral representation G^R_σ(ω) = ∫A_σ(x)dx/(ω−x) has the expansion M₀/ω + M₁/ω² + M₂/ω³. Comparison gives M₁ = a and M₂ − M₁² = W. Hartree theory sets s = 0, which leaves the variance at v². It replaces the two-valued level by its average position.

Obeying this relation does not make an approximation accurate. It constrains the total spectral spread, while n̄ and the shape of A_σ can still be wrong.

**(e) Test the relation on an exactly solvable finite cluster, including a transient.**

*Answer.* Take a dot, one left orbital and two right orbitals, with energy unit E. The dot levels are −0.9 (up) and −0.5 (down), and U = 2.3. The lead levels are 0.7, −0.4 and 0.3, and the amplitudes to the dot are 0.8, 0.6 and 0.5. A hop Σ_σ (0.7e^{1.1i} c†_Lσ c_R1σ + h.c.) joins the left orbital L to the first right one R1, so that a flux threads the ring. The direction of the phase matters: conjugating it reverses the current quoted below and changes the transient values, while the stationary occupations and variances stay the same. This hop commutes with d_σ and leaves X_σ unchanged. The hybridization sum is

v² = 0.8² + 0.6² + 0.5² = 1.25 E².

Initially the left orbital is full, the dot holds one up electron and the right orbitals are empty. Keeping only the probabilities of this state in the energy eigenbasis gives a stationary, nonthermal state. It carries a particle current of 0.0765 E/ħ from the left orbital to the dot. The same current leaves the dot for the first right orbital. It circulates around the ring and would vanish without the flux, so it is not a transport current between reservoirs. Its occupations are 0.55983 (up) and 0.26730 (down), so the formula gives

up: 1.25 + 5.29 × 0.26730 × 0.73270 = 2.2861 E²,
down: 1.25 + 5.29 × 0.55983 × 0.44017 = 2.5536 E².

Summing the squared pole positions with their spectral weights, and subtracting the squared mean, gives the same two values.

If the initial state evolves without dephasing, then at time 0.70 ħ/E the down occupation is 0.17537 and grows at 0.30135 E/ħ. For spin up, part (b) gives

⟨{X,X†}⟩ = 0.81 − 0.7260 + 0.9277 + 1.25 = 2.2617 E².

The imaginary correction should be 2.3 × 0.30135 = 0.6931 E². The one-sided moment computed from the operators is 2.2617 + 0.6931i E², as part (c) requires.

**(f) For continuous leads, use the numerical Keldysh solution to separate the effects of bias, bandwidth and interaction.**

*Answer.* Energies are now in units of Γ. Take U = 2, ε_↑ = −0.65, ε_↓ = −0.35, k_BT = 0.2, Γ_L = 0.6 and Γ_R = 0.4. The chemical potentials are ±½ of the bias, and the semi-elliptic bands move with them. The second Born equations are solved self-consistently with

G^<_σ = |G^R_σ|²(iΣ_αΓ_αf_α + Σ^<_σ),

where f_α is the Fermi function of lead α. The occupation is n_σ = ∫G^<_σ(ω)dω/(2πi), while the variance is integrated from A_σ. The two sides of the relation are thus evaluated from different integrals.

At bias 2 and D = 4, v² = 1 × 4/4 = 1 and n_↓ = 0.4049. For spin up,

mean = −0.65 + 2 × 0.4049 = 0.1598,
variance = 1 + 4 × 0.4049 × 0.5951 = 1.9638.

Integration of the spectrum gives a mean of 0.1598 and a variance of 1.9638. The root-mean-square width is 1.40 Γ. The four digits test the identity; they are not the accuracy of second Born theory for this dot.

With D, U, the levels, the temperature and the couplings held fixed, the bias changes the results as follows (variances in Γ²):

bias 0: n_↑ = 0.551, n_↓ = 0.259; variances 1.768 (up), 1.990 (down)
bias 2: n_↑ = 0.527, n_↓ = 0.405; variances 1.964 (up), 1.997 (down)
bias 4: n_↑ = 0.572, n_↓ = 0.558; variances 1.987 (up), 1.979 (down)

The up variance rises because the down occupation at each higher bias listed is closer to one half, where U²n̄(1−n̄) has its maximum U²/4 = 1. The down variance hardly moves, because n_↑ stays near that maximum, where the slope U²(1−2n̄) is small. At zero bias the down spectrum is the broader one; at bias 4 the order is reversed, because n_↓ is then closer to one half than n_↑.

Now double D to 8 at bias 2, keeping Γ and the other settings fixed. The up variance rises from 1.964 to 2.967, by 51% of its first value. Of this increase of 1.003, the hybridization sum supplies 1.000 and the small change of n_↓ supplies 0.003. The current, summed over spin, changes from 0.244 to 0.250 Γ/ħ, or by about 2%. In this example the variance responds strongly to the band edges and the current weakly.

A Hartree solution at bias 2 and D = 4 has n_↓ = 0.392, yet its variance is 1.000 for both spins. Compared with second Born, it loses about half of the variance.

Second Born theory omits correlation processes beyond its self-energy and is not a quantitative theory of the Kondo regime. Its occupations and currents are therefore approximate, whereas the relation in part (b) holds for any U under the stated assumptions.

**(g) How does the relation change if the dot also repels electrons in the leads?**

*Answer.* Add a term (n_↑ + n_↓)Y, where Y is a bounded Hermitian operator built from lead densities. Then [d_σ, n_σY] = Y d_σ, and N becomes N′ = ε_σ + U n_−σ + Y. This operator still commutes with d_σ but not with c_V, so the cross terms of part (b) must be recomputed:

{N′d_σ, c_V†} = N′d_σc_V† + c_V†N′d_σ = −[N′, c_V†]d_σ = −[Y, c_V†]d_σ.

To obtain this, d_σc_V† was replaced by −c_V†d_σ. The other cross term is the adjoint. If the steady state still exists,

variance = v² + ⟨N′²⟩ − ⟨N′⟩² − 2Re⟨[Y, c_V†]d_σ⟩.

The spread now contains lead-density fluctuations, their correlation with n_−σ, and a dot–lead coherence. The occupation n̄ alone no longer fixes the interaction part. If Y acts only on lead orbitals that c_V does not contain, the last term vanishes, but the density fluctuations can still contribute.

The numerical output below lists the values used in parts (e) and (f).

Computed results

```
EXACT RING (arbitrary energy unit E, hbar = 1)
U = 2.30 E; dot levels up, down = [-0.9 -0.5] E
amplitudes V = [0.8 0.6 0.5] E; sum V^2 = 1.2500 E^2
stationary n up, down = 0.55983, 0.26730
particle current left->dot = 0.07654 E/hbar
variance up: poles 2.286062, rule 2.286062 E^2
variance down: poles 2.553565, rule 2.553565 E^2
transient time = 0.70 hbar/E; n down = 0.17537
transient dn_down/dt = 0.30135 E/hbar
one-sided 2nd moment: real 2.26167, imag 0.69312 E^2
rule M2 = 2.26167, U dn/dt = 0.69312 E^2
KELDYSH SECOND BORN (energies in Gamma)
U = 2.00; levels up, down = [-0.65 -0.35]; kT = 0.20
left, right shares of Gamma = [0.6 0.4]; grid step = 0.005
bias = 0.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5507, 0.2593; current = 0.0000 Gamma/hbar
  up: U^2 n(1-n) = 0.7682, var = 1.7681, rule = 1.7682 Gamma^2
  down: U^2 n(1-n) = 0.9897, var = 1.9897, rule = 1.9897 Gamma^2
bias = 2.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5271, 0.4049; current = 0.2441 Gamma/hbar
  up: U^2 n(1-n) = 0.9638, var = 1.9638, rule = 1.9638 Gamma^2
  down: U^2 n(1-n) = 0.9971, var = 1.9970, rule = 1.9971 Gamma^2
bias = 4.0, D = 4.0 Gamma: sum V^2 = 1.0000 Gamma^2
  n up, down = 0.5721, 0.5575; current = 0.2884 Gamma/hbar
  up: U^2 n(1-n) = 0.9868, var = 1.9868, rule = 1.9868 Gamma^2
  down: U^2 n(1-n) = 0.9792, var = 1.9792, rule = 1.9792 Gamma^2
bias = 2.0, D = 8.0 Gamma: sum V^2 = 2.0000 Gamma^2
  n up, down = 0.5249, 0.4090; current = 0.2496 Gamma/hbar
  up: U^2 n(1-n) = 0.9669, var = 2.9669, rule = 2.9669 Gamma^2
  down: U^2 n(1-n) = 0.9975, var = 2.9975, rule = 2.9975 Gamma^2
bias 2, D 4, spin up, from the computed A:
  area = 1.0000; mean = 0.1598 Gamma; M2 = 1.9894 Gamma^2
  rms width = 1.4014 Gamma
Hartree, bias 2, D 4: n up, down = 0.5505, 0.3924
Hartree variance up, down = 1.0000, 1.0000 Gamma^2
```
